# Negative moments of hydrogen 1s and bounds on its first pole

## The question

A hydrogen atom in its ground state sits in a weak electric field along $z$ that oscillates at a frequency $\omega$ well below resonance. Its response is the dynamic polarizability

$$\alpha(\omega)=\sum_n\frac{f_n}{\omega_n^2-\omega^2},\qquad \omega_n=E_n-E_0,\qquad f_n=2\omega_n|\langle n|z|0\rangle|^2 ,$$

where the sum includes the continuum. Atomic units are used throughout, the nucleus is fixed and the Hamiltonian is nonrelativistic. Below the first resonance each term can be expanded as a geometric series in $\omega^2/\omega_n^2$:

$$\alpha(\omega)=S(-2)+S(-4)\,\omega^2+S(-6)\,\omega^4+\dots,\qquad S(-k)=\sum_n\frac{f_n}{\omega_n^{k}} .$$

The coefficients are ground-state quantities, yet the series breaks down at the first pole, $\omega_{2p}=\tfrac12(1-\tfrac14)=\tfrac38$. Two questions follow: how to compute all the $S(-k)$ without summing over excited states, and how well a few of them locate the pole.

The odd moments do not appear in $\alpha(\omega)$, but they have a meaning too. In a static field $F$ with perturbation $Fz$, the first-order change of the wavefunction has squared norm $F^2\sum_n|\langle n|z|0\rangle|^2/\omega_n^2=\tfrac12F^2S(-3)$.

## From sums to repeated inversion

Let $\Omega=H-E_0$ with $E_0=-\tfrac12$, and $\psi_0=z\,\psi_{1s}$ with $\psi_{1s}=e^{-r}/\sqrt\pi$. Then $\langle n|z|0\rangle=\langle n|\psi_0\rangle$. Inserting $f_n$ into the definition and using closure,

$$S(-k)=2\sum_n\omega_n^{1-k}|\langle n|\psi_0\rangle|^2=2\langle\psi_0|\Omega^{-(k-1)}|\psi_0\rangle .$$

The inverse exists because $\psi_0$ is a pure $p$ wave, and in the $p$ sector the spectrum of $\Omega$ starts at $\tfrac38$. The ground state is an $s$ state, so it need not be projected out. The same gap shows that every moment with $k\ge1$ is finite: $S(-k)\le2(8/3)^{k-1}\langle z^2\rangle$.

Define a chain of functions by

$$\Omega\,\psi_{j+1}=\psi_j .$$

Since $\Omega$ is Hermitian, inverse powers can be shared between the two sides of the inner product:

$$S(-k)=2\langle\psi_a|\psi_b\rangle,\qquad a+b=k-1 .\tag{1}$$

Solving an inhomogeneous equation in place of a sum over states is the Dalgarno-Lewis method. Here it is applied again to its own solution.

## The inversion closes on polynomials

Write $\psi_j=z\,p_j(r)\,\psi_{1s}$, with $p_0=1$. For one inversion let $p=p_j$ be known and $q=p_{j+1}$ be sought. Up to the factor $1/\sqrt\pi$, the unknown function is $\cos\theta\,R(r)$ with $R=rg$ and $g=q\,e^{-r}$. The Laplacian of a $p$ wave acts on $R$ as

$$R''+\frac{2R'}{r}-\frac{2R}{r^2}=(rg''+2g')+\Big(2g'+\frac{2g}{r}\Big)-\frac{2g}{r}=rg''+4g' .$$

With $g'=(q'-q)e^{-r}$ and $g''=(q''-2q'+q)e^{-r}$ this equals

$$e^{-r}\big[rq''+(4-2r)q'+(r-4)q\big].$$

Now multiply by $-\tfrac12$ and add the remaining part of $\Omega$, namely $(-1/r+\tfrac12)R=(-q+\tfrac12rq)e^{-r}$. The terms in $rq$ cancel, and $2q-q=q$ remains. The source is $r\,p\,e^{-r}$, so

$$-\tfrac12\,r\,q''+(r-2)\,q'+q=r\,p .\tag{2}$$

On a single power, the left side of (2) gives

$$r^m\;\to\;(m+1)\,r^m-\tfrac12m(m+3)\,r^{m-1},$$

because $\tfrac12m(m-1)+2m=\tfrac12m(m+3)$. Let $q=\sum_mq_mr^m$ and $p=\sum_mp_mr^m$, where subscripts now label coefficients. The coefficient of $r^m$ in (2) is

$$(m+1)q_m-\tfrac12(m+1)(m+4)q_{m+1}=p_{m-1},$$

and division by $m+1$ yields the recursion

$$q_m=\frac{p_{m-1}}{m+1}+\frac{m+4}{2}\,q_{m+1},\qquad p_{-1}=0 .\tag{3}$$

If $p$ has degree $d$, set $q_m=0$ for $m>d+1$ and work downwards from $q_{d+1}=p_d/(d+2)$. Each inversion raises the degree by one.

This polynomial is the required solution if no normalizable solution of the homogeneous equation can be added to it. Near the origin $q\sim r^s$ requires $s(s+3)=0$. The choice $s=-3$ makes the wavefunction behave as $r^{-2}$, which is not square integrable at the origin. The choice $s=0$ gives $q_{m+1}=2q_m/(m+4)$, hence $q_m\propto2^m/(m+3)!$. This series grows as $e^{2r}/r^3$, so the wavefunction grows as $e^{r}/r^2$. Neither is admissible, and $q$ is unique.

## The first four moments

The integrals needed are, with $\langle z^2r^m\rangle=\tfrac13\langle r^{m+2}\rangle$ by spherical symmetry,

$$t_m=\langle z^2r^m\rangle=\frac43\int_0^\infty r^{m+4}e^{-2r}\,dr=\frac43\,\frac{(m+4)!}{2^{m+5}},\qquad t_{m+1}=\frac{m+5}{2}\,t_m .$$

Thus $t_0=1$, $t_1=\tfrac52$, $t_2=\tfrac{15}2$ and $t_3=\tfrac{105}4$.

The first inversion starts from $p_0=1$. Recursion (3) gives $q_1=\tfrac12$ and $q_0=2q_1=1$. The second starts from that result and gives $q_2=\tfrac13\cdot\tfrac12=\tfrac16$, $q_1=\tfrac12+\tfrac52\cdot\tfrac16=\tfrac{11}{12}$ and $q_0=\tfrac{11}6$. So

$$p_1=1+\frac r2,\qquad p_2=\frac{11}6+\frac{11}{12}r+\frac{r^2}6 .$$

Equation (1) now gives $S(-1)=2t_0=2$ and $S(-2)=2(t_0+\tfrac12t_1)=\tfrac92$, the static polarizability. With $a=b=1$,

$$S(-3)=2\Big(t_0+t_1+\tfrac14t_2\Big)=2\Big(1+\frac52+\frac{15}8\Big)=\frac{43}4 .$$

With $a=1$, $b=2$, the product is $p_1p_2=\tfrac{11}6+\tfrac{11}6r+\tfrac58r^2+\tfrac1{12}r^3$, and

$$S(-4)=2\Big(\frac{11}6+\frac{55}{12}+\frac{75}{16}+\frac{35}{16}\Big)=2\cdot\frac{319}{24}=\frac{319}{12}.$$

The unit of $S(-k)$ is $E_h^{-k}$. Since (3) and $t_m$ contain only rational numbers, every $S(-k)$ with $k\ge1$ is rational. The moments up to $S(-12)$ were tested against explicit sums over bound states plus continuum integrals, and agree to a relative accuracy of $10^{-8}$.

## Pseudocode

```
input K >= 2
t[0] = 1
for m = 0 .. K-2:  t[m+1] = t[m]*(m+5)/2
p = [1];  S[1] = 2
for k = 2 .. K:
    d = degree(p)
    q[d+2] = 0
    for m = d+1 down to 1:
        q[m] = p[m-1]/(m+1) + (m+4)/2*q[m+1]
    q[0] = 2*q[1]
    p = q[0 .. d+1]
    S[k] = 2*sum over m of p[m]*t[m]
for k = 1 .. K-1:  R[k] = S[k]/S[k+1]
```

## Cost and stability of the moments

One inversion of a polynomial of degree $d$ takes a number of operations proportional to $d$, and so does the inner product with $\psi_0$. All moments up to $S(-K)$ therefore cost of order $K^2$ operations. In rational arithmetic the integers also lengthen: the denominator of $S(-8)$ is already 248832.

Splitting the inverse powers evenly in (1) halves the number of inversions, but a product of two long polynomials takes of order $k^2$ operations by a double loop. For this problem the unsplit form is cheaper when many moments are wanted. The split form pays when an inversion is the expensive step, as it can be on a grid or in a large basis.

The downward recursion is also safe in floating point. All terms in (3) are positive, so nothing cancels. Each coefficient of $p_j$ is reached from $p_0$ through chains of at most $2j$ steps: $j$ steps pass from one polynomial to the next, each changing the power by one, and at most $j$ steps move within a polynomial. The relative rounding error thus grows at most in proportion to $j$, as long as the coefficients stay within the floating-point range. The leading coefficient of $p_j$ is $1/(j+1)!$, which underflows in double precision beyond $j\approx170$. The moments still keep about 15 digits there.

Running (3) upwards from a guessed $q_0$ is a different matter. An error in $q_0$ adds a multiple of the homogeneous series found above, which does not terminate and grows as $e^{2r}$. The factorials should also be avoided as separate numbers, since $171!$ exceeds the double-precision range. The ratio $t_{m+1}/t_m$ postpones the overflow, but not by much: in double precision the pseudocode gives no finite value from $S(-194)$ on.

## What the ratio of two moments says

Define

$$R_k=\frac{S(-k)}{S(-k-1)}=\frac{\sum_n\omega_n\,f_n\omega_n^{-k-1}}{\sum_nf_n\omega_n^{-k-1}} .$$

This is a mean of $\omega_n$ with positive weights. Levels above 2p carry some of the weight, so $R_k>\tfrac38$ for every finite $k$. The Cauchy-Schwarz inequality gives $S(-k-1)^2<S(-k)\,S(-k-2)$, which is $R_{k+1}<R_k$. The ratios fall steadily towards the pole, but none of them equals it.

For the two moments above,

$$R_3=\frac{43/4}{319/12}=\frac{129}{319}=0.4044\ E_h\quad(11.00\ \text{eV}),$$

against $0.3750\ E_h$ (10.20 eV) for the pole, an excess of 7.8 % relative to the true value.

The weights explain the excess. The 2p level supplies 79.2 % of $S(-4)$ and contributes nothing to $R_3-\tfrac38$. The other 20.8 % must produce the whole difference of $0.0294\ E_h$, so their mean energy is $0.375+0.0294/0.208=0.516\ E_h$, slightly above the ionization threshold at $0.5\ E_h$. The continuum alone holds $2.189/26.583=8.2\,\%$ of $S(-4)$.

A one-pole model $S(-k)=F/W^k$ fitted to the same two moments has $W=R_3$ and $F=S(-3)R_3^3=0.711$. The true 2p strength is 0.416. The fitted strength is 71 % too large because one pole has to carry the moments of the entire spectrum.

If only the even moments are known, from the frequency dependence of $\alpha$, then $S(-2)/S(-4)$ is a weighted mean of $\omega_n^2$. Its square root, $\sqrt{54/319}=0.411\ E_h$, is again an upper bound, and a weaker one.

## How fast the ratios converge

Subtracting $\omega_{2p}$ from the weighted mean removes the 2p term from the numerator. For large $k$ the 3p level, at $\omega_{3p}=\tfrac49$, dominates what is left, while 2p dominates the denominator:

$$R_k-\omega_{2p}\simeq\frac{f_{3p}}{f_{2p}}\,(\omega_{3p}-\omega_{2p})\Big(\frac{27}{32}\Big)^{k+1}.\tag{4}$$

About 13.6 further moments are needed per decimal digit. The law itself sets in slowly. At large $k$ the main correction comes from 4p, at $\omega_{4p}=\tfrac{15}{32}$, whose contribution relative to 3p falls only as $(128/135)^{k+1}$. At small $k$ the continuum matters more: at $k=3$ it supplies almost two thirds of the excess. Equation (4), with $f_{3p}=0.0791$, then gives only $0.0067\ E_h$, less than a quarter of the actual value. At $k=100$ the excess is $4.668\times10^{-10}\ E_h$ and the law gives $4.657\times10^{-10}\ E_h$.

## A lower bound

An upper bound alone does not show how far away the pole is. If the second level is known, a lower bound follows. No $p$ level lies between $\omega_{2p}$ and $b=\omega_{3p}$, so $(\omega_n-\omega_{2p})(\omega_n-b)\ge0$ for all $n$. Multiplying by $f_n\omega_n^{-k-1}$ and summing,

$$S(-k+1)-(\omega_{2p}+b)\,S(-k)+\omega_{2p}\,b\,S(-k-1)\ge0 .$$

Collect the terms in $\omega_{2p}$ and divide by $bS(-k-1)-S(-k)$, which is positive when $R_k<b$:

$$\omega_{2p}\ \ge\ L_k=\frac{b\,S(-k)-S(-k+1)}{b\,S(-k-1)-S(-k)} .\tag{5}$$

For $k=3$ the numerator is $\tfrac{43}9-\tfrac92=\tfrac5{18}$ and the denominator is $\tfrac{319}{27}-\tfrac{43}4=\tfrac{115}{108}$, so $L_3=\tfrac6{23}=0.261\ E_h$. The pair $L_3$, $R_3$ thus confines the pole to the interval from 0.261 to $0.404\ E_h$. Higher moments close it:

| $k$ | $L_k$ ($E_h$) | $R_k$ ($E_h$) |
|---|---|---|
| 5 | 0.34974 | 0.39012 |
| 10 | 0.37272 | 0.37907 |
| 20 | 0.37492 | 0.37550 |
| 40 | 0.37500 | 0.37501 |

Two cases need care. At $k=1$ the ratio $R_1=2/(9/2)=\tfrac49$ coincides with $b$, and the division is not allowed. Secondly, $b$ may be replaced by any number between $\omega_{2p}$ and $\omega_{3p}$ that exceeds $R_k$, but not by an overestimate of $\omega_{3p}$: the product would then be negative for 3p, and the bound would no longer be guaranteed.

## More from the same moments

A ratio uses two moments and discards the rest. A Rayleigh-Ritz calculation uses them all. Take the trial vectors $\chi_i=\Omega^{-i-1/2}\psi_0$ with $i=0,\dots,n-1$. The half power is well defined since $\Omega$ is positive in the $p$ sector, and it never has to be computed, because

$$2\langle\chi_i|\Omega|\chi_j\rangle=S(-(i+j+1))\equiv A_{ij},\qquad 2\langle\chi_i|\chi_j\rangle=S(-(i+j+2))\equiv B_{ij}.$$

The lowest root of $\det(A-\lambda B)=0$ is therefore an upper bound to $\omega_{2p}$ obtained from $2n$ moments. It cannot exceed $R_{2n-1}$, which is the energy expectation value of the last trial vector alone.

For $n=2$ the condition reads

$$\Big(2-\frac92\lambda\Big)\Big(\frac{43}4-\frac{319}{12}\lambda\Big)-\Big(\frac92-\frac{43}4\lambda\Big)^2=\frac54-\frac{115}{24}\lambda+\frac{65}{16}\lambda^2=0 .$$

Multiplication by $\tfrac{48}5$ gives $39\lambda^2-46\lambda+12=0$, whose lower root is

$$\lambda=\frac{23-\sqrt{61}}{39}=0.3895\ E_h .$$

The error drops from 7.8 % to 3.9 % with no moment beyond $S(-4)$. The upper root, $0.79\ E_h$, lies in the continuum and stands in for the high part of the spectrum. As a second Rayleigh-Ritz root it is an upper bound to $\omega_{3p}=0.4444\ E_h$, and it falls towards that level as $n$ grows: 0.497, 0.4473 and $0.4446\ E_h$ for $n=4$, 8 and 12. Two poles at these roots, with strengths 0.589 and 0.385, reproduce all four moments. The lower strength exceeds the true 2p value of 0.416, so the lower pole also carries part of the spectrum above 2p. Eight moments reduce the error to 0.21 %, and sixteen to 0.0003 %. The sixteen-moment bound is closer to the pole than $R_{40}$.

The price is numerical. As $i$ grows, the $\chi_i$ all turn towards the 2p state and become nearly parallel, so $B$ approaches a singular matrix. Cancellation is visible already at $n=2$, where the coefficient $\tfrac{65}{16}\approx4.1$ is the difference of 119.6 and 115.6. Rounded moments can make $B$ lose its positive definiteness, and the roots are then no longer bounds. This happens at $n=11$ for moments rounded to double precision, and at $n=5$ for moments rounded to six digits. The remedy is to keep the moments rational and solve the eigenvalue problem with extended precision; 80 digits were used for the values quoted here.

## Where the scheme stops

The bounds rest on positive weights and a gap. For hydrogen 2s in this model, the 2p level is degenerate with the initial state, $\Omega$ has a zero eigenvalue in the $p$ sector, and the source $z\psi_{2s}$ has a component along it, so $\Omega\psi_1=\psi_0$ has no solution unless the 2p component is projected out. For an initial state with lower levels that it can reach by a dipole transition, some $\omega_n$ are negative. The weights $f_n\omega_n^{-k-1}=2\omega_n^{-k}|\langle n|z|0\rangle|^2$ of those levels are then negative for odd $k$. For even $k$ they stay positive, but the mean includes negative energies. In neither case is $R_k$ guaranteed to bound the lowest upward transition. If $z$ is replaced by an operator that connects the ground state to itself, that component must be removed from the initial source, and each solution must be chosen orthogonal to the ground state.

The numerical output below lists the polynomials, moments and bounds to more digits.

## Computed values

```
p_1 coefficients of r^0, r^1, ...: 1, 1/2
p_2 coefficients of r^0, r^1, ...: 11/6, 11/12, 1/6
p_3 coefficients of r^0, r^1, ...: 287/72, 287/144, 31/72, 1/24
S(-1) = 2 = 2.000000 E_h^-1
S(-2) = 9/2 = 4.500000 E_h^-2
S(-3) = 43/4 = 10.750000 E_h^-3
S(-4) = 319/12 = 26.583333 E_h^-4
S(-5) = 9673/144 = 67.173611 E_h^-5
S(-6) = 297541/1728 = 172.188079 E_h^-6
S(-7) = 9243157/20736 = 445.754099 E_h^-7
S(-8) = 289165453/248832 = 1162.091102 E_h^-8
S(-3) from spectrum: bound 9.426106 + continuum 1.323894 = 10.750000 E_h^-3
share of 2p in S(-3): 73.42 %
S(-4) from spectrum: bound 24.394741 + continuum 2.188592 = 26.583333 E_h^-4
share of 2p in S(-4): 79.17 %
S(-3)/S(-4) = 129/319 = 0.404389 E_h = 11.0040 eV
true first pole = 3/8 = 0.375000 E_h = 10.2043 eV
relative error of S(-3)/S(-4): 7.84 %
one-pole fit strength S(-3)*R^3 = 0.7109 (no unit)
true f(2p) = 0.416197, f(3p) = 0.079102 (no unit)
k = 3: lower 0.26086957, ratio R_k 0.40438871 E_h
k = 5: lower 0.34973880, ratio R_k 0.39011766 E_h
k = 10: lower 0.37271667, ratio R_k 0.37906829 E_h
k = 20: lower 0.37491691, ratio R_k 0.37550379 E_h
k = 40: lower 0.37499956, ratio R_k 0.37501345 E_h
k = 100: lower 0.37500000, ratio R_k 0.37500000 E_h
k = 100: error of R_k = 4.6684e-10 E_h, asymptotic law 4.6571e-10 E_h
k = 100: actual error / asymptotic law = 1.00243
1-pole bound from 2 moments: 0.44444444 E_h (error 18.5185 %)
2-pole bound from 4 moments: 0.38948078 E_h (error 3.8615 %)
3-pole bound from 6 moments: 0.37842967 E_h (error 0.9146 %)
4-pole bound from 8 moments: 0.37578275 E_h (error 0.2087 %)
6-pole bound from 12 moments: 0.37503197 E_h (error 0.0085 %)
8-pole bound from 16 moments: 0.37500099 E_h (error 0.0003 %)
```
